# Two-photon decay of the neutral pion: width and polarization correlation: test program

```python
"""
Two-photon decay of a pseudoscalar at rest.
Result under test: width = alpha^2 (m c^2)^3 / (64 pi^3 f^2), and joint
probability sin^2(chi)/2 for two linear analysers at relative angle chi.
Vertex (Gaussian units): L_int = (alpha/4 pi^2) (phi/f) E.B
                               = -(alpha/16 pi^2) (phi/f) F Fdual.
phi, f: energies; m: mass; V: box volume; n: direction of photon 1;
e1, e2: polarization vectors. Numerical tests use hbar = c = 1.
"""
from itertools import permutations
import numpy as np
import sympy as sp
from scipy import constants as const

pi = np.pi
rng = np.random.default_rng(4)
metric = np.diag([1.0, -1.0, -1.0, -1.0])
levi = np.zeros((4, 4, 4, 4))
for p in permutations(range(4)):
    levi[p] = round(np.linalg.det(np.eye(4)[list(p)]))


def width_formula(alpha, m, f):
    return alpha**2 * m**3 / (64 * pi**3 * f**2)


# --- F Fdual = -4 E.B, from random gradients of the four-potential ---
grad = rng.normal(size=(4, 4))            # grad[mu, nu] = d_mu A^nu
E = -grad[1:, 0] - grad[0, 1:]
B = np.array([grad[2, 3] - grad[3, 2], grad[3, 1] - grad[1, 3],
              grad[1, 2] - grad[2, 1]])
lowered = grad @ metric
F = lowered - lowered.T
FFdual = 0.5 * np.einsum('mnrs,mn,rs', levi, F, F)
assert abs(FFdual + 4 * E @ B) < 1e-11

# --- Legendre transformation with the velocity-dependent coupling ---
kap = sp.symbols('kappa', real=True)
Es = sp.Matrix(sp.symbols('E1:4', real=True))
Bs = sp.Matrix(sp.symbols('B1:4', real=True))
lagr = (Es.dot(Es) - Bs.dot(Bs)) / (8 * sp.pi) + kap * Es.dot(Bs)
slope = sp.Matrix([sp.diff(lagr, x) for x in Es])
D = 4 * sp.pi * slope
ham = slope.dot(Es) - lagr
claimed = ((D.dot(D) + Bs.dot(Bs)) / (8 * sp.pi) - kap * D.dot(Bs)
           + 2 * sp.pi * kap**2 * Bs.dot(Bs))
assert sp.expand(ham - claimed) == 0

# --- mode constants: a classical amplitude a must carry hbar*omega*a^2 ---
hb, c, w, V, a, t, ms = sp.symbols('hbar c omega V a t m', positive=True)
z = sp.symbols('z', real=True)
A = sp.sqrt(2 * sp.pi * hb * c**2 / (V * w)) * 2 * a * sp.cos(w * z / c - w * t)
dens = ((sp.diff(A, t) / c)**2 + sp.diff(A, z)**2) / (8 * sp.pi)
mean = sp.integrate(sp.expand(dens.subs(z, 0)), (t, 0, 2 * sp.pi / w))
assert sp.simplify(V * mean * w / (2 * sp.pi) - hb * w * a**2) == 0
phi = sp.sqrt((hb * c)**3 / (2 * ms * c**2 * V)) * 2 * a * sp.cos(ms * c**2 * t / hb)
energy = V / (2 * hb * c) * (sp.diff(phi, t)**2 / c**2 + (ms * c / hb)**2 * phi**2)
assert sp.simplify(energy - ms * c**2 * a**2) == 0

# --- cross terms of E.B for two opposite waves, by differentiation ---
x, y = sp.symbols('x y', real=True)
ang1, ang2 = sp.symbols('a1 a2', real=True)


def wave_fields(angle, direction):
    phase = sp.exp(sp.I * (w * t - direction * w * z))
    pot = sp.Matrix([sp.cos(angle), sp.sin(angle), 0]) * phase
    curl = sp.Matrix([sp.diff(pot[2], y) - sp.diff(pot[1], z),
                      sp.diff(pot[0], z) - sp.diff(pot[2], x),
                      sp.diff(pot[1], x) - sp.diff(pot[0], y)])
    return -sp.diff(pot, t), curl


Ea, Ba = wave_fields(ang1, 1)
Eb, Bb = wave_fields(ang2, -1)
cross_sum = (Ea.T * Bb)[0] + (Eb.T * Ba)[0]
expected = -2 * w**2 * sp.sin(ang2 - ang1) * sp.exp(2 * sp.I * w * t)
assert sp.simplify(sp.expand_trig(sp.expand(cross_sum - expected))) == 0


def pair_overlaps(n, omega, e1, e2, volume):
    """Two-photon creation parts of E.B and of (E^2-B^2)/2."""
    amp = -1j * np.sqrt(2 * pi * omega / volume)
    E1 = np.conj(e1) * np.asarray(amp)[..., None]
    E2 = np.conj(e2) * np.asarray(amp)[..., None]
    B1, B2 = np.cross(n, E1), np.cross(-n, E2)
    pseudo = np.sum(E1 * B2 + E2 * B1, axis=-1)
    scalar = np.sum(E1 * E2 - B1 * B2, axis=-1)
    return pseudo, scalar


# --- width from distinct photon pairs in a box (m = f = alpha = 1) ---
radius, smear = 30.0, 0.7                 # in units of the mode spacing
g = np.arange(-35, 36)
N3 = np.array(np.meshgrid(g, g, g, indexing='ij')).reshape(3, -1).T
nx, ny, nz = N3.T
half = (nx > 0) | ((nx == 0) & ((ny > 0) | ((ny == 0) & (nz > 0))))
length = np.sqrt(np.sum(N3**2, axis=1))
keep = half & (abs(length - radius) < 6.5 * smear)
N3, length = N3[keep], length[keep]
spacing = 0.5 / radius
volume = (2 * pi / spacing)**3
k = spacing * length
n_dir = N3 / length[:, None]
pol_a = np.cross(n_dir, np.sqrt([1.0, 2.0, 3.0]))
pol_a /= np.linalg.norm(pol_a, axis=1)[:, None]
pol_b = np.cross(n_dir, pol_a)
sigma = 2 * spacing * smear
delta = np.exp(-(1 - 2 * k)**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * pi))
box_width = 0.0
for e1 in (pol_a, pol_b):
    for e2 in (pol_a, pol_b):
        ov = pair_overlaps(n_dir, k, e1, e2, volume)[0]
        M = ov * volume / (4 * pi**2) / np.sqrt(2 * volume)
        box_width += 2 * pi * np.sum(abs(M)**2 * delta)
box_ratio = box_width / width_formula(1, 1, 1)
# finite smearing of a k^4 integrand shifts the ratio by 6 (smear/radius)^2
smear_shift = 6 * (smear / radius)**2
assert abs(box_ratio - 1) < 0.005
assert abs(box_ratio - 1 - smear_shift) < 5e-4

# --- covariant amplitude of (g/4) phi F Fdual, moving frame ---
q1, q2 = np.array([0.3, -0.8, 0.5]), np.array([1.1, 0.2, -0.4])
k1 = np.r_[np.linalg.norm(q1), q1]
k2 = np.r_[np.linalg.norm(q2), q2]
mass = np.sqrt((k1 + k2) @ metric @ (k1 + k2))


def field_tensor(kvec):
    low = metric @ kvec
    part = np.einsum('m,na->mna', low, metric)
    return part - part.transpose(1, 0, 2)


amp_cov = 0.25 * np.einsum('mnrs,mna,rsb->ab', levi,
                           field_tensor(k1), field_tensor(k2))
pol_sum = np.einsum('ab,cd,ac,bd', amp_cov, amp_cov, metric, metric)
assert abs(pol_sum / (mass**4 / 2) - 1) < 1e-11
cov_width = 0.5 * pol_sum / pi**2 / (2 * mass) / (8 * pi)
assert abs(cov_width / width_formula(1, mass, 1) - 1) < 1e-11

# --- polarization state of the pair, photon 1 along z ---
zhat = np.array([0.0, 0.0, 1.0])
axes = np.eye(3)[:2]
T = np.array([[pair_overlaps(zhat, 1.0, u, v, 1.0) for v in axes] for u in axes])
T_ps, T_sc = [T[:, :, i] / np.linalg.norm(T[:, :, i]) for i in (0, 1)]


def joint(T2, u, v):
    return abs(np.conj(u) @ T2 @ np.conj(v))**2


def linear(deg):
    return np.array([np.cos(np.radians(deg)), np.sin(np.radians(deg))])


for first in (0, 17, 71):
    for chi in (0, 30, 45, 60, 90):
        s2 = np.sin(np.radians(chi))**2
        u, v = linear(first), linear(first + chi)
        assert abs(joint(T_ps, u, v) - s2 / 2) < 1e-12
        assert abs(joint(T_sc, u, v) - (1 - s2) / 2) < 1e-12
rho_one = T_ps @ T_ps.conj().T
assert np.allclose(rho_one, np.eye(2) / 2)
plus_up = np.array([1, 1j]) / np.sqrt(2)     # helicity + along +z
plus_down = plus_up.conj()                   # helicity + along -z
p_same = joint(T_ps, plus_up, plus_down) + joint(T_ps, plus_down, plus_up)
p_opp = joint(T_ps, plus_up, plus_up) + joint(T_ps, plus_down, plus_down)
assert abs(p_same - 1) < 1e-12 and p_opp < 1e-12

# --- neutral pion, rounded empirical inputs ---
alpha = const.fine_structure
hbarc = const.hbar * const.c / const.e * 1e9        # MeV fm
hbar_eVs = const.hbar / const.e
m_pi, f_pi = 135.0, 92.4                            # MeV
photon = m_pi / 2
norm2V = hbarc**3 / (2 * m_pi)                      # MeV^2 fm^3
ov = pair_overlaps(zhat, photon, np.eye(3)[0], np.eye(3)[1], 1.0)[0]
M2V = (alpha / (4 * pi**2 * f_pi))**2 * norm2V * abs(ov)**2
wave_number = photon / hbarc
states = 4 * pi * wave_number**2 / (2 * pi)**3 / (2 * hbarc)
golden = 2 * pi * 0.5 * 2 * M2V * states * 1e6      # eV
width = width_formula(alpha, m_pi, f_pi) * 1e6
assert abs(golden / width - 1) < 1e-11
width_92 = width_formula(alpha, m_pi, 92.0) * 1e6
width_wrong = width_formula(alpha, m_pi, np.sqrt(2) * f_pi) * 1e6

print(f"1/alpha = {1/alpha:.3f}")
print(f"hbar c = {hbarc:.3f} MeV fm")
print(f"input pion rest energy = {m_pi:.1f} MeV")
print(f"input decay constant f = {f_pi:.1f} MeV")
print(f"photon energy = {photon:.1f} MeV")
print(f"photon wave number = {wave_number:.4f} fm^-1")
print(f"coupling g = alpha/(pi f) = {alpha/(pi*f_pi):.4e} MeV^-1")
print(f"pion mode constant N^2 V = {norm2V:.4e} MeV^2 fm^3")
print(f"|M|^2 V, perpendicular = {M2V:.4e} MeV^2 fm^3")
print(f"sum_k delta / V = {states:.4e} MeV^-1 fm^-3")
print(f"width by golden rule = {golden:.3f} eV")
print(f"width by closed formula = {width:.3f} eV")
print(f"decay rate = {width/hbar_eVs:.3e} s^-1")
print(f"lifetime, this channel alone = {hbar_eVs/width:.3e} s")
print(f"width / rest energy = {width/(m_pi*1e6):.2e}")
print(f"width with f = 92.0 MeV = {width_92:.3f} eV")
print(f"sqrt(2) f = {np.sqrt(2)*f_pi:.1f} MeV")
print(f"width if sqrt(2) f is wrongly used = {width_wrong:.3f} eV")
print(f"box test: number of photon momentum pairs = {len(k)}")
print(f"box test: width / formula = {box_ratio:.5f}")
print(f"box test: expected smearing shift = {smear_shift:.5f}")
print(f"covariant test: width / formula = "
      f"{cov_width/width_formula(1, mass, 1):.10f}")
print("joint pass probability: angle, pseudoscalar, scalar")
for chi in (0, 30, 45, 60, 90):
    ps, sc = [joint(q, linear(0), linear(chi)) for q in (T_ps, T_sc)]
    print(f"  {chi:2d} deg  {ps:.4f}  {sc:.4f}")
print(f"probability of equal helicities = {p_same:.4f}")
print(f"probability of opposite helicities = {p_opp:.4f}")
print(f"one photon alone, pass probability = {rho_one[0, 0].real:.4f}")
print("PASS")
```

Printed output:

```
1/alpha = 137.036
hbar c = 197.327 MeV fm
input pion rest energy = 135.0 MeV
input decay constant f = 92.4 MeV
photon energy = 67.5 MeV
photon wave number = 0.3421 fm^-1
coupling g = alpha/(pi f) = 2.5139e-05 MeV^-1
pion mode constant N^2 V = 2.8457e+04 MeV^2 fm^3
|M|^2 V, perpendicular = 8.1939e-02 MeV^2 fm^3
sum_k delta / V = 1.5021e-05 MeV^-1 fm^-3
width by golden rule = 7.733 eV
width by closed formula = 7.733 eV
decay rate = 1.175e+16 s^-1
lifetime, this channel alone = 8.512e-17 s
width / rest energy = 5.73e-08
width with f = 92.0 MeV = 7.801 eV
sqrt(2) f = 130.7 MeV
width if sqrt(2) f is wrongly used = 3.867 eV
box test: number of photon momentum pairs = 51965
box test: width / formula = 1.00327
box test: expected smearing shift = 0.00327
covariant test: width / formula = 1.0000000000
joint pass probability: angle, pseudoscalar, scalar
   0 deg  0.0000  0.5000
  30 deg  0.1250  0.3750
  45 deg  0.2500  0.2500
  60 deg  0.3750  0.1250
  90 deg  0.5000  0.0000
probability of equal helicities = 1.0000
probability of opposite helicities = 0.0000
one photon alone, pass probability = 0.5000
PASS
```
